# Lowest subbands of (100) silicon in a triangular well: a program that tests the result

```python
"""
Subbands of electrons at a (100) silicon surface in a triangular well.

Result under test:  E_n = a_n * (hbar^2 (e F)^2 / (2 m_z))^(1/3)
  F    uniform field; potential energy e F z for z > 0, hard wall at z = 0
  m_z  mass along the surface normal: m_l (unprimed) or m_t (primed)
  a_n  positive numbers with Ai(-a_n) = 0, n = 1, 2, ...
Energies are in meV from the band edge at the interface, lengths in nm.
The independent road is diagonalization of the Schroedinger equation on a grid.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import ai_zeros

MASS_LONG = 0.916
MASS_TRANS = 0.19
FIELD_MV_PER_CM = 1.0

field_si = FIELD_MV_PER_CM * 1e6 / 1e-2            # V/m
force = field_si * 1e-9 * 1e3                      # e F in meV/nm
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18  # meV nm^2
airy = -ai_zeros(3)[0]


def scales(mass, slope):
    """Natural length (nm) and energy (meV) of the triangular well."""
    length = (kinetic / (mass * slope)) ** (1 / 3)
    return length, slope * length


def grid_levels(mass, potential, count=3, box=20.0, points=4000):
    """Lowest levels and mean positions by finite differences."""
    step = box / (points + 1)
    z = step * np.arange(1, points + 1)
    hop = kinetic / mass / step**2
    energies, vectors = eigh_tridiagonal(
        2 * hop + potential(z), -hop * np.ones(points - 1),
        select="i", select_range=(0, count - 1))
    return energies, (vectors**2 * z[:, None]).sum(axis=0)


# Valley masses along the normal, from the curvature of each ellipsoid
def valley_energy(q, axis):
    along = np.dot(q, axis)
    return 0.5 * (along**2 / MASS_LONG + (np.dot(q, q) - along**2) / MASS_TRANS)


unit = np.eye(3)
normal = unit[2]
normal_masses = []
for axis in np.vstack([unit, -unit]):
    curvature = (valley_energy(normal, axis) + valley_energy(-normal, axis)
                 - 2 * valley_energy(0 * normal, axis))
    normal_masses.append(1 / curvature)
    for in_plane in unit[:2]:
        cross = (valley_energy(normal + in_plane, axis)
                 - valley_energy(normal, axis) - valley_energy(in_plane, axis))
        assert abs(cross) < 1e-12
count_unprimed = int(np.isclose(normal_masses, MASS_LONG).sum())
count_primed = int(np.isclose(normal_masses, MASS_TRANS).sum())
assert (count_unprimed, count_primed) == (2, 4)

# Airy levels and mean positions against the grid
masses = {"unprimed": MASS_LONG, "primed": MASS_TRANS}
levels, means, grid_first = {}, {}, {}
for name, mass in masses.items():
    levels[name] = airy * scales(mass, force)[1]
    means[name] = 2 * levels[name] / (3 * force)
    found, found_mean = grid_levels(mass, lambda z: force * z)
    assert np.allclose(found, levels[name], rtol=2e-5)
    assert np.allclose(found_mean, means[name], rtol=1e-4)
    grid_first[name] = found[0]

# Power laws and level order, using grid energies at half the field
half = {name: grid_levels(mass, lambda z: 0.5 * force * z)[0]
        for name, mass in masses.items()}
for name in masses:
    assert abs(grid_first[name] / half[name][0] - 2 ** (2 / 3)) < 1e-4
mass_ratio = MASS_LONG / MASS_TRANS
level_ratio = mass_ratio ** (1 / 3)
assert abs(grid_first["primed"] / grid_first["unprimed"] - level_ratio) < 1e-4
assert half["unprimed"][0] < half["primed"][0] < half["unprimed"][1]
assert levels["unprimed"][0] < levels["primed"][0] < levels["unprimed"][1]
critical_ratio = (airy[1] / airy[0]) ** 3
assert mass_ratio < critical_ratio

# Semiclassical estimate: check its phase integral by quadrature
wkb_number = (1.5 * np.pi * 0.75) ** (2 / 3)
wkb = {}
for name, mass in masses.items():
    energy = wkb_number * scales(mass, force)[1]
    phase = quad(lambda z: np.sqrt(max(energy - force * z, 0) * mass / kinetic),
                 0, energy / force)[0]
    assert abs(phase - 0.75 * np.pi) < 1e-6
    wkb[name] = energy
wkb_error = 100 * (wkb_number / airy[0] - 1)
assert -1 < wkb_error < 0

# Field that weakens away from the interface, same value at the surface
DECAYING_PART = 0.5
DECAY_LENGTH = 2.0


def weakening(z):
    return force * ((1 - DECAYING_PART) * z + DECAYING_PART * DECAY_LENGTH
                    * (1 - np.exp(-z / DECAY_LENGTH)))


weak = {name: grid_levels(mass, weakening)[0] for name, mass in masses.items()}
for name in masses:
    assert np.all(weak[name] < levels[name])
assert weak["unprimed"][0] < weak["primed"][0]

print(f"field F: {FIELD_MV_PER_CM:.1f} MV/cm")
print(f"force e F: {force:.1f} meV/nm")
print(f"hbar^2/(2 m0): {kinetic:.3f} meV nm^2")
print(f"longitudinal mass: {MASS_LONG} m0")
print(f"transverse mass: {MASS_TRANS} m0")
print(f"valleys, unprimed and primed: {count_unprimed} and {count_primed}")
print(f"Airy numbers a_1, a_2: {airy[0]:.5f}, {airy[1]:.5f}")
for name, mass in masses.items():
    length, energy = scales(mass, force)
    first = levels[name][0]
    print(f"{name}: length scale {length:.4f} nm")
    print(f"{name}: energy scale {energy:.3f} meV")
    print(f"{name}: lowest level {first:.1f} meV = {first / 1e3:.4f} eV")
    print(f"{name}: lowest level from the grid {grid_first[name]:.1f} meV")
    print(f"{name}: mean distance from wall {means[name][0]:.2f} nm")
    print(f"{name}: semiclassical lowest level {wkb[name]:.1f} meV")
    print(f"{name}: lowest level, weakening field {weak[name][0]:.1f} meV")
gap = levels["primed"][0] - levels["unprimed"][0]
above = levels["unprimed"][1] - levels["primed"][0]
print(f"primed minus unprimed, lowest levels: {gap:.1f} meV")
print(f"second unprimed level: {levels['unprimed'][1]:.1f} meV")
print(f"second unprimed minus lowest primed: {above:.1f} meV")
print(f"mass ratio m_l/m_t: {mass_ratio:.3f}")
print(f"its cube root (primed/unprimed energy): {level_ratio:.4f}")
print(f"a_2/a_1: {airy[1] / airy[0]:.4f}")
print(f"(a_2/a_1)^3: {critical_ratio:.3f}")
print(f"semiclassical value of a_1: {wkb_number:.4f}")
print(f"semiclassical error: {wkb_error:.2f} percent")
print(f"weakening field: decaying part {DECAYING_PART} of surface value")
print(f"weakening field: decay length {DECAY_LENGTH:.1f} nm")
print("success")
```

It prints:

```
field F: 1.0 MV/cm
force e F: 100.0 meV/nm
hbar^2/(2 m0): 38.100 meV nm^2
longitudinal mass: 0.916 m0
transverse mass: 0.19 m0
valleys, unprimed and primed: 2 and 4
Airy numbers a_1, a_2: 2.33811, 4.08795
unprimed: length scale 0.7465 nm
unprimed: energy scale 74.646 meV
unprimed: lowest level 174.5 meV = 0.1745 eV
unprimed: lowest level from the grid 174.5 meV
unprimed: mean distance from wall 1.16 nm
unprimed: semiclassical lowest level 173.2 meV
unprimed: lowest level, weakening field 157.2 meV
primed: length scale 1.2610 nm
primed: energy scale 126.102 meV
primed: lowest level 294.8 meV = 0.2948 eV
primed: lowest level from the grid 294.8 meV
primed: mean distance from wall 1.97 nm
primed: semiclassical lowest level 292.6 meV
primed: lowest level, weakening field 251.0 meV
primed minus unprimed, lowest levels: 120.3 meV
second unprimed level: 305.2 meV
second unprimed minus lowest primed: 10.3 meV
mass ratio m_l/m_t: 4.821
its cube root (primed/unprimed energy): 1.6893
a_2/a_1: 1.7484
(a_2/a_1)^3: 5.345
semiclassical value of a_1: 2.3203
semiclassical error: -0.76 percent
weakening field: decaying part 0.5 of surface value
weakening field: decay length 2.0 nm
success
```
